# An Exponentially Fitted Flux for Charged Dopants in a Built-in Field: a program that tests the result

```python
# RESULT UNDER TEST
# The flux J = -D (dC/dx + C du/dx), u = z*psi, psi = q*phi/kT, is discretised as
#   J = (D/h) [B(d) C_left - B(-d) C_right],  d = u_right - u_left,
#   B(s) = s/(exp(s)-1).
# It keeps the Boltzmann state C ~ exp(-u) at zero flux and keeps C >= 0 with
# backward Euler. The central flux has a sign-changing zero-flux state if |d| > 2.
# C: dopant concentration, D: diffusivity, h: cell width, z: charge number.
# Example: interstitial Li+ (z = +1) in a silicon p-n junction, rough parameters.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import expm, solve_banded


def bernoulli(s):
    s = np.asarray(s, dtype=float)
    safe = np.where(s == 0, 1.0, s)
    return np.where(s == 0, 1.0, safe / np.expm1(safe))


def face_weights(drop, scheme):
    """Weights of left and right concentrations in J*h/D."""
    drop = np.asarray(drop, dtype=float)
    if scheme == "fitted":
        return bernoulli(drop), bernoulli(-drop)
    return 1 - drop / 2, 1 + drop / 2


def rate_matrix(u, scheme):
    """Closed-box matrix A in dC/dt = (D/h^2) A C."""
    left, right = face_weights(np.diff(u), scheme)
    a = np.zeros((len(u), len(u)))
    for i in range(len(u) - 1):
        a[i, i] -= left[i]
        a[i, i + 1] += right[i]
        a[i + 1, i] += left[i]
        a[i + 1, i + 1] -= right[i]
    return a


def stationary(a, mean):
    """Null vector of the matrix, scaled to the given mean concentration."""
    v = np.linalg.svd(a)[2][-1]
    return v * mean / v.mean()


# --- Fitted flux against direct integration of the differential equation
for drop in (-6.0, -0.5, 0.0, 0.5, 6.0):
    c_left, c_right = 1.0, 0.3
    wl, wr = face_weights(drop, "fitted")
    j = float(wl * c_left - wr * c_right)
    sol = solve_ivp(lambda s, c: -j - drop * c, (0, 1), [c_left],
                    method="DOP853", rtol=1e-12, atol=1e-13)
    assert abs(sol.y[0, -1] - c_right) < 1e-7

# --- Zero flux for an arbitrary rough potential
rng = np.random.default_rng(4)
rough_u = rng.uniform(-10, 10, 50)
wl, wr = face_weights(np.diff(rough_u), "fitted")
boltz = np.exp(-rough_u)
one_way = wl * boltz[:-1]
assert np.max(np.abs(one_way - wr * boltz[1:]) / one_way) < 1e-12

# --- Rough example parameters
z = 1
temp = 673.15                 # K
ni = 2e16                     # cm^-3
doping = 1e18                 # cm^-3, both sides
eps_r = 11.7
diff_cm = 3e-8                # cm^2/s
diff = diff_cm * 1e14         # nm^2/s
length = 240.0                # nm
c0 = 1e15                     # cm^-3
kt = sc.k * temp / sc.e       # eV
debye = np.sqrt(eps_r * sc.epsilon_0 * kt / (sc.e * doping * 1e6)) * 1e9

# --- Nonlinear Poisson equation, p side left and n side right
dx = 0.25
x = np.arange(0, length + dx / 2, dx)
mid = len(x) // 2
sign = np.sign(x - length / 2)
psi_n = np.arcsinh(doping / (2 * ni))
psi = psi_n * np.tanh((x - length / 2) / 10)
psi[0], psi[-1] = -psi_n, psi_n
for iteration in range(100):
    inner = psi[1:-1]
    charge = (2 * ni / doping * np.sinh(inner) - sign[1:-1]) / debye**2
    residual = (psi[2:] - 2 * inner + psi[:-2]) / dx**2 - charge
    band = np.full((3, len(inner)), 1 / dx**2)
    band[1] = -2 / dx**2 - 2 * ni / doping * np.cosh(inner) / debye**2
    update = np.clip(solve_banded((1, 1), band, -residual), -1, 1)
    psi[1:-1] += update
    if np.max(np.abs(update)) < 1e-10:
        break
else:
    raise RuntimeError("Poisson iteration did not converge")
slope = (psi[mid + 1] - psi[mid]) / dx + dx / (2 * debye**2)
slope_integral = np.sqrt(2 * (psi_n + 2 * ni / doping * (1 - np.cosh(psi_n)))) / debye
assert abs(slope / slope_integral - 1) < 1e-3


def cell_potential(h):
    centres = np.arange(h / 2, length, h)
    return centres, z * psi[np.rint(centres / dx).astype(int)]


# --- Stationary states on several meshes
mesh_rows = []
for h in (40.0, 20.0, 10.0, 4.0, 2.0, 1.0):
    centres, u = cell_potential(h)
    fit = stationary(rate_matrix(u, "fitted"), c0)
    cen = stationary(rate_matrix(u, "central"), c0)
    expected = np.exp(-u)
    expected *= c0 / expected.mean()
    assert np.allclose(fit, expected, rtol=1e-6, atol=0)
    drops = np.diff(u)
    assert (cen.min() < 0) == (np.max(np.abs(drops)) > 2)
    mesh_rows.append((h, np.max(np.abs(drops)), fit[-1] / fit[0], cen[-1] / cen[0]))
    if h == 1.0:
        log_error = np.log((cen[-1] / cen[0]) / (fit[-1] / fit[0]))
        assert abs(log_error / (-np.sum(drops**3) / 12) - 1) < 0.05

# --- Main mesh: profiles, positivity and long-time limits
h = 20.0
centres, u = cell_potential(h)
matrices = {s: rate_matrix(u, s) for s in ("fitted", "central")}
steady = {s: stationary(a, c0) for s, a in matrices.items()}
fine_boltz = np.exp(-z * psi)
continuum = c0 * length * np.exp(-u) / trapezoid(fine_boltz, x)
assert np.max(np.abs(steady["fitted"] / continuum - 1)) < 0.05
jface = len(u) // 2 - 1
jdrop = u[jface + 1] - u[jface]
central_ratio = steady["central"][jface + 1] / steady["central"][jface]
assert abs(central_ratio - (1 - jdrop / 2) / (1 + jdrop / 2)) < 1e-8
identity = np.eye(len(u))
for dt in (1e-6, 1e-3, 1.0):
    inv_fit = np.linalg.inv(identity - diff * dt / h**2 * matrices["fitted"])
    inv_cen = np.linalg.inv(identity - diff * dt / h**2 * matrices["central"])
    assert inv_fit.min() > -1e-14
    assert inv_cen.min() < -1e-6
long_time = 0.05
for s, a in matrices.items():
    late = expm(a * diff * long_time / h**2) @ np.full(len(u), c0)
    assert np.max(np.abs(late - steady[s])) < 1e-6 * np.max(np.abs(steady[s]))

dt_run, n_steps = 1e-4, 10
run_minimum = {}
for s, a in matrices.items():
    c = np.full(len(u), c0)
    minima = []
    for step in range(n_steps):
        c = np.linalg.solve(identity - diff * dt_run / h**2 * a, c)
        minima.append(c.min())
    assert abs(c.mean() / c0 - 1) < 1e-11
    run_minimum[s] = minima
assert min(run_minimum["fitted"]) > 0
assert run_minimum["central"][-1] < 0

# --- n-side inventory after a fixed time, coarse and fine
t_run = dt_run * n_steps
remaining = {}
for width in (20.0, 2.0):
    pos, uu = cell_potential(width)
    for s in ("fitted", "central"):
        c = expm(rate_matrix(uu, s) * diff * t_run / width**2) @ np.ones(len(uu))
        remaining[s, width] = c[pos > length / 2].mean()
assert abs(remaining["fitted", 2.0] / remaining["central", 2.0] - 1) < 0.01

# --- Drift and spreading of a pulse in a uniform field
n_pulse, start, tau = 121, 90, 5.0
cells = np.arange(n_pulse)
spread = {}
for s in ("fitted", "central"):
    c = expm(rate_matrix(jdrop * cells, s) * tau)[:, start]
    mean = np.sum(cells * c)
    variance = np.sum((cells - mean)**2 * c)
    assert abs((mean - start) / tau + jdrop) < 1e-5
    spread[s] = variance / (2 * tau)
extra = jdrop / 2 / np.tanh(jdrop / 2)
assert abs(spread["fitted"] / extra - 1) < 1e-5
assert abs(spread["central"] - 1) < 1e-4

# --- Slowest relaxation rate in a constant field, closed walls
total_drop = 8.0
exact_rate = total_drop**2 / 4 + np.pi**2
rate_errors = []
for n in (40, 80):
    a = rate_matrix(total_drop * (np.arange(n) + 0.5) / n, "fitted")
    rates = np.sort(-np.linalg.eigvals(a).real) * n**2
    rate_errors.append(abs(rates[1] - exact_rate))
error_ratio = rate_errors[0] / rate_errors[1]
assert 3.8 < error_ratio < 4.2

# --- Sizes of neglected effects
ratio_ref = np.exp(-2 * psi_n)
ratio_ni = np.exp(-2 * np.arcsinh(doping / (2 * 1.2 * ni)))
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r * kt) * 1e9   # nm
dh_shift = coulomb / (2 * debye)
contact = 0.25                                                # nm, rough
pair_volume = quad(lambda r: 4 * np.pi * r**2 * np.exp(coulomb / r),
                   contact, coulomb / 2)[0]
pair_load = pair_volume * 1e-21 * doping
mass = 1.08 * sc.m_e                                          # rough DOS mass
nc = 2 * (2 * np.pi * mass * sc.k * temp / sc.h**2)**1.5 * 1e-6
degeneracy = doping / (2**1.5 * nc)
field = slope * kt * 10                                       # MV/cm
hop = 0.235                                                   # nm, rough
hop_arg = slope * hop / 2
hop_change = np.sinh(hop_arg) / hop_arg - 1
d_sub = 1.0 * np.exp(-3.5 / kt)                               # cm^2/s, rough
sub_shift = np.sqrt(2 * d_sub * 3600) * 1e7                   # nm

print(f"Temperature {temp:.2f} K; kT {kt:.5f} eV; relative permittivity {eps_r}")
print(f"Intrinsic density {ni:.1e} cm^-3; doping each side {doping:.1e} cm^-3")
print(f"Li diffusivity {diff_cm:.1e} cm^2/s; initial Li {c0:.1e} cm^-3")
print(f"Box length {length:.0f} nm; junction at {length/2:.0f} nm; main h {h:.0f} nm")
print(f"Debye length {debye:.3f} nm; total potential drop {2*psi_n:.4f} kT/q")
print(f"Built-in voltage {2*psi_n*kt:.4f} V; peak field {field:.4f} MV/cm")
print(f"Peak slope of psi: Poisson {slope:.5f}, first integral {slope_integral:.5f} nm^-1")
print("Equilibrium: x (nm), psi (1), continuum, fitted, central (all cm^-3)")
for row in zip(centres, u / z, continuum, steady["fitted"], steady["central"]):
    print("  {:5.0f} {:8.4f} {:12.4e} {:12.4e} {:12.4e}".format(*row))
print(f"Junction-face drop {jdrop:.4f} (1); central right/left ratio {central_ratio:.4f}")
print(f"Fitted right/left ratio at that face {np.exp(-jdrop):.4e} (1)")
print("Mesh: h (nm), largest drop (1), last/first cell fitted, central (1)")
for row in mesh_rows:
    print("  {:4.0f} {:8.4f} {:12.4e} {:12.4e}".format(*row))
print(f"Central log-ratio error at h = 1 nm: {log_error:.5f} (1)")
print(f"Backward Euler: step {dt_run*1e3:.2f} ms, number of steps {n_steps}")
for s in ("fitted", "central"):
    print(f"  {s} minimum: first step {run_minimum[s][0]:.4e}, "
          f"last step {run_minimum[s][-1]:.4e} cm^-3")
print(f"n-side Li fraction of its initial amount after {t_run*1e3:.1f} ms (1):")
for width in (20.0, 2.0):
    print(f"  h {width:.0f} nm: fitted {remaining['fitted', width]:.5f}, "
          f"central {remaining['central', width]:.5f}")
print(f"Pulse spreading D_eff/D: fitted {spread['fitted']:.4f}, central {spread['central']:.4f}")
print(f"Relaxation-rate error ratio on halving h: {error_ratio:.4f} (1)")
print(f"n/p Li ratio {ratio_ref:.4e}; with ni raised 20%: {ratio_ni:.4e} (1)")
print(f"Debye-Hueckel shift {dh_shift:.4f} kT; n/p ratio factor {np.exp(2*dh_shift):.3f}")
print(f"Li-acceptor pairs per free Li {pair_load:.3f}; paired share {pair_load/(1+pair_load):.3f}")
print(f"Degeneracy correction {degeneracy:.2e} kT; Li/acceptor {continuum.max()/doping:.2e}")
print(f"Hopping nonlinearity {hop_change:.2e} (relative change of drift)")
print(f"Substitutional dopant spread in 1 h: {sub_shift:.2e} nm")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature 673.15 K; kT 0.05801 eV; relative permittivity 11.7
Intrinsic density 2.0e+16 cm^-3; doping each side 1.0e+18 cm^-3
Li diffusivity 3.0e-08 cm^2/s; initial Li 1.0e+15 cm^-3
Box length 240 nm; junction at 120 nm; main h 20 nm
Debye length 6.124 nm; total potential drop 7.8248 kT/q
Built-in voltage 0.4539 V; peak field 0.2301 MV/cm
Peak slope of psi: Poisson 0.39673, first integral 0.39673 nm^-1
Equilibrium: x (nm), psi (1), continuum, fitted, central (all cm^-3)
     10  -3.9124   2.2794e+15   2.2841e+15   2.4371e+15
     30  -3.9124   2.2794e+15   2.2841e+15   2.4371e+15
     50  -3.9123   2.2792e+15   2.2840e+15   2.4369e+15
     70  -3.9103   2.2746e+15   2.2794e+15   2.4320e+15
     90  -3.8579   2.1584e+15   2.1629e+15   2.3077e+15
    110  -2.7267   6.9645e+14   6.9790e+14   6.4037e+14
    130   2.7267   2.9817e+12   2.9879e+12  -2.9671e+14
    150   3.8579   9.6211e+11   9.6411e+11  -8.2334e+13
    170   3.9103   9.1295e+11   9.1485e+11  -7.8126e+13
    190   3.9123   9.1111e+11   9.1300e+11  -7.7969e+13
    210   3.9124   9.1104e+11   9.1293e+11  -7.7963e+13
    230   3.9124   9.1104e+11   9.1293e+11  -7.7963e+13
Junction-face drop 5.4535 (1); central right/left ratio -0.4633
Fitted right/left ratio at that face 4.2813e-03 (1)
Mesh: h (nm), largest drop (1), last/first cell fitted, central (1)
    40   7.2858   3.9968e-04  -3.3095e-01
    20   5.4535   3.9968e-04  -3.1990e-02
    10   3.3195   3.9968e-04  -6.0565e-04
     4   1.4814   3.9968e-04   1.6294e-04
     2   0.7669   3.9968e-04   3.3439e-04
     1   0.3901   3.9968e-04   3.8298e-04
Central log-ratio error at h = 1 nm: -0.04269 (1)
Backward Euler: step 0.10 ms, number of steps 10
  fitted minimum: first step 3.2179e+14, last step 4.1571e+13 cm^-3
  central minimum: first step -8.2167e+13, last step -3.0147e+14 cm^-3
n-side Li fraction of its initial amount after 1.0 ms (1):
  h 20 nm: fitted 0.35413, central 0.25155
  h 2 nm: fitted 0.37869, central 0.37853
Pulse spreading D_eff/D: fitted 2.7502, central 1.0000
Relaxation-rate error ratio on halving h: 3.9964 (1)
n/p Li ratio 3.9968e-04; with ni raised 20%: 5.7534e-04 (1)
Debye-Hueckel shift 0.1732 kT; n/p ratio factor 1.414
Li-acceptor pairs per free Li 0.288; paired share 0.223
Degeneracy correction 3.73e-03 kT; Li/acceptor 2.28e-03
Hopping nonlinearity 3.62e-04 (relative change of drift)
Substitutional dopant spread in 1 h: 6.71e-05 nm
ALL CHECKS PASSED
```
